# The fourth-order triple jump and negative steps in real splittings

In real-time density functional theory the Kohn-Sham orbitals obey \(i\,\partial_t\psi=(T+V)\psi\) in atomic units, with \(T=-\tfrac12\nabla^2\) and a local real potential \(V\). On a grid each part is easy to solve alone: \(T\) is a multiplication in Fourier space, \(V\) a multiplication in real space. A splitting method builds the full motion from these two pieces.

Write \(A=-iT\), \(B=-iV\), \(X=A+B\). Until part (g), \(V\) is a fixed function of position. The Strang step is

\[
S(\tau)=e^{\tau A/2}\,e^{\tau B}\,e^{\tau A/2}.
\]

A method has order \(p\) if one step differs from \(e^{\tau X}\) by \(O(\tau^{p+1})\). Over a fixed time there are of order \(1/\tau\) steps, so the accumulated error is \(O(\tau^p)\). Exponentials and logarithms are expanded in powers of \(\tau\), which assumes orbitals and potentials smooth enough for the commutators to act on them with finite results.

## (a) Which powers of \(\tau\) occur in \(\log S(\tau)\)?

**Solution.** Reversing the step undoes it, because neighbouring factors cancel from the inside outwards:

\[
S(-\tau)S(\tau)=e^{-\tau A/2}e^{-\tau B}e^{-\tau A/2}\,e^{\tau A/2}e^{\tau B}e^{\tau A/2}=1 .
\]

Let \(S(\tau)=e^{\Omega(\tau)}\). Then \(e^{\Omega(-\tau)}=S(\tau)^{-1}=e^{-\Omega(\tau)}\), so \(\Omega(-\tau)=-\Omega(\tau)\) and even powers are absent. The linear term is \(\tau(A/2+B+A/2)=\tau X\). Hence

\[
\log S(\tau)=\tau X+\tau^3E_3+O(\tau^5),
\]

where \(E_3\) is built from double commutators of \(A\) and \(B\). The first error is cubic, so the order is two.

## (b) Find real weights that make \(P(\tau)=S(w_1\tau)S(w_0\tau)S(w_1\tau)\) fourth order.

**Solution.** The three exponents are \(w\tau X+w^3\tau^3E_3+O(\tau^5)\), with \(w=w_1,w_0,w_1\). When exponentials are multiplied, their exponents add, apart from commutators. The linear parts are multiples of the same \(X\) and commute, so the first possible commutator is \([X,E_3]\), of order \(\tau^4\). But \(P(-\tau)P(\tau)=1\), by the same cancellation as in (a), so \(\log P\) is odd and this term has coefficient zero:

\[
\log P=(2w_1+w_0)\,\tau X+(2w_1^3+w_0^3)\,\tau^3E_3+O(\tau^5).
\]

Fourth order with \(E_3\neq0\) requires

\[
2w_1+w_0=1,\qquad 2w_1^3+w_0^3=0 .
\]

A real number has one real cube root, so the second condition gives \(w_0=-2^{1/3}w_1\). The first then becomes \((2-2^{1/3})w_1=1\), and

\[
w_1=\frac{1}{2-2^{1/3}}\approx1.3512,\qquad w_0=1-2w_1\approx-1.7024 .
\]

These are the sole real weights for this pattern. The motion runs forward to \(1.3512\,\tau\), back to \(-0.3512\,\tau\), and forward again to \(\tau\). Where two Strang steps meet, their kinetic halves merge into one factor with coefficient \((w_1+w_0)/2\approx-0.1756\). Thus both a kinetic and a potential coefficient are negative.

As a test, the product was expanded in words such as \(AAB\) and compared with \(e^{A+B}\). The coefficients agree to rounding through degree four; at degree five the largest difference is 0.104.

## (c) Could a splitting not made of Strang steps avoid negative coefficients? First rewrite the general product in terms of \(\chi(h)=e^{hA}e^{hB}\).

**Solution.** Take real coefficients in

\[
e^{a_1\tau A}e^{b_1\tau B}e^{a_2\tau A}\cdots e^{b_s\tau B}e^{a_{s+1}\tau A},\qquad \sum_i a_i=\sum_i b_i=1 .
\]

The sums are fixed by first order. A product that starts or ends with \(B\) is included by setting an outer \(a\) to zero. Define the adjoint step

\[
\chi^*(h)=\chi(-h)^{-1}=\left(e^{-hA}e^{-hB}\right)^{-1}=e^{hB}e^{hA}.
\]

In \(\chi(\alpha_1\tau)\chi^*(\alpha_2\tau)\chi(\alpha_3\tau)\cdots\chi^*(\alpha_{2s}\tau)\), equal letters meet and merge. The result is the general splitting if

\[
a_1=\alpha_1,\quad b_i=\alpha_{2i-1}+\alpha_{2i},\quad a_{i+1}=\alpha_{2i}+\alpha_{2i+1}\ (i<s),\quad a_{s+1}=\alpha_{2s}.
\]

These equations are solved from left to right: \(\alpha_1=a_1\), \(\alpha_2=b_1-\alpha_1\), \(\alpha_3=a_2-\alpha_2\), and so on. The last \(\alpha\) is \(\alpha_{2s}=\sum_{i=1}^{s}(b_i-a_i)=1-(1-a_{s+1})=a_{s+1}\), as required. Every consistent splitting therefore has this form.

## (d) What does third order demand of the \(\alpha_j\)?

**Solution.** We need \(\log\chi\) through degree three. Write \(e^Ae^B=1+R\) and use \(\log(1+R)=R-\tfrac12R^2+\tfrac13R^3-\cdots\). For the word \(AB\) the coefficient is \(1-\tfrac12=\tfrac12\), and for \(BA\) it is \(0-\tfrac12=-\tfrac12\). In degree three, cutting each word in all possible ways gives

\[
\begin{aligned}
AAB&:\ \tfrac12-\tfrac12\left(1+\tfrac12\right)+\tfrac13=\tfrac1{12}, & ABB&:\ \tfrac1{12}\ \text{likewise},\\
ABA&:\ 0-\tfrac12(0+1)+\tfrac13=-\tfrac16, & BAB&:\ -\tfrac16\ \text{likewise},\\
BAA&:\ 0-\tfrac12\left(\tfrac12+0\right)+\tfrac13=\tfrac1{12}, & BBA&:\ \tfrac1{12}\ \text{likewise}.
\end{aligned}
\]

The words \(AA\), \(BB\), \(AAA\) and \(BBB\) drop out, since \(\log e^A=A\). With

\[
C=[A,[A,B]]=AAB-2ABA+BAA,\qquad D=[B,[B,A]]=BBA-2BAB+ABB,
\]

we have

\[
\log\chi(h)=hX+h^2X_2+h^3X_3+\cdots,\quad X_2=\tfrac12[A,B],\quad X_3=\tfrac1{12}(C+D).
\]

Since \(\log\chi^*(h)=-\log\chi(-h)\), the adjoint has the same \(X\) and \(X_3\) terms and the opposite \(X_2\) term.

Now multiply the factors one after another, using the same formula to combine exponents. In degree three the \(X_3\) terms add with weights \(\alpha_j^3\). Commutators of an \(X\) with an \(X_2\) give some multiple \(c\,[X,X_2]\). Double commutators of \(X\) with itself vanish. The cubic part of the logarithm is therefore

\[
\tau^3\left(\Sigma_3X_3+c\,[X,X_2]\right),\qquad \Sigma_3=\sum_{j=1}^{2s}\alpha_j^3 .
\]

Because \([B,[A,B]]=-D\), we have \([X,X_2]=\tfrac12(C-D)\). Third order requires

\[
\left(\frac{\Sigma_3}{12}+\frac c2\right)C+\left(\frac{\Sigma_3}{12}-\frac c2\right)D=0 .
\]

If \(C\) and \(D\) are linearly independent, both brackets vanish, and their sum gives \(\Sigma_3=0\).

## (e) Deduce the signs. How small can \(\Sigma_3\) be if no \(b_i\) is negative?

**Solution.** For real \(x,y\),

\[
x^3+y^3=(x+y)\left[\left(x-\tfrac y2\right)^2+\tfrac34y^2\right].
\]

The square bracket is positive unless \(x=y=0\), so \(x^3+y^3\) has the sign of \(x+y\). Group the sum as

\[
\Sigma_3=\sum_{i=1}^{s}\left(\alpha_{2i-1}^3+\alpha_{2i}^3\right).
\]

Each term has the sign of \(b_i\). If all \(b_i\ge0\), then \(\Sigma_3=0\) forces every \(b_i=0\), contradicting \(\sum b_i=1\). Some \(b_i\) is negative. Grouping instead as

\[
\Sigma_3=\alpha_1^3+\sum_{i=1}^{s-1}\left(\alpha_{2i}^3+\alpha_{2i+1}^3\right)+\alpha_{2s}^3
\]

gives terms with the signs of the \(a_i\), so some \(a_i\) is negative too. A real splitting of order three or more thus has a backward step in each part.

For the size, put \(b=x+y\) and \(d=x-y\). Then \(x^3+y^3=\tfrac14b^3+\tfrac34bd^2\ge\tfrac14b^3\) when \(b\ge0\). Also

\[
b^3-\frac{3b}{s^2}+\frac{2}{s^3}=\left(b-\frac1s\right)^2\left(b+\frac2s\right)\ge0 .
\]

Summing over \(s\) values with \(\sum b_i=1\) gives \(\sum b_i^3\ge3/s^2-2/s^2=1/s^2\). Hence

\[
\Sigma_3\ge\frac{1}{4s^2}.
\]

Equality needs \(b_i=1/s\) and \(d=0\), so each \(\alpha_j=1/(2s)\): this is \(s\) equal Strang steps. More forward steps can lower the obstruction as \(1/s^2\), which is ordinary second-order refinement, but cannot remove it.

For \(s=3\) the bound is \(1/36\approx0.0278\), the value found for three equal Strang steps. A numerical search over nonnegative coefficients left a residual of \(2.85\times10^{-3}\) in the conditions for third order. With free signs the residual fell to rounding level, at a solution containing \(a_2\approx-0.585\) and \(b_1\approx-0.037\).

## (f) When are \(C\) and \(D\) independent for \(T+V\)? Examine a uniform field, and a product with an added commutator.

**Solution.** In one dimension, acting on a function \(f\),

\[
[T,V]f=-\tfrac12(Vf)''+\tfrac12Vf''=-\tfrac12V''f-V'f' .
\]

The terms with \(V''\) commute with \(V\), so

\[
[V,[T,V]]f=-VV'f'+V'(Vf)'=(V')^2f .
\]

For the other commutator use \([\partial^2,g]=g''+2g'\partial\):

\[
\begin{aligned}
[T,[T,V]]&=\tfrac12\left[\partial^2,\tfrac12V''+V'\partial\right]\\
&=\tfrac12\left(\tfrac12V''''+V'''\partial+V'''\partial+2V''\partial^2\right)\\
&=V''\partial^2+V'''\partial+\tfrac14V''''.
\end{aligned}
\]

With the factors \(-i\), \(C=i[T,[T,V]]\) and \(D=-i(V')^2\). If \(V''\) is not identically zero, \(C\) contains second derivatives while \(D\) is a nonzero multiplication. They are independent, and the sign theorem holds.

**Uniform field.** For \(V=Fx\), \(C=0\) and one condition disappears. Consider

\[
e^{\tau A/6}e^{\tau B/2}e^{2\tau A/3}e^{\tau B/2}e^{\tau A/6}.
\]

It is symmetric, so its logarithm is \(\tau X\) plus a cubic term. In the product itself, the cubic part is \(\tau^3X^3/6\) plus that term. The coefficient of \(D\) is therefore the coefficient of \(ABB\) in the product, minus \(1/6\). The first \(A\) stands before both \(B\) factors, the second before one:

\[
\frac16\cdot\frac{1^2}{2}+\frac23\cdot\frac{(1/2)^2}{2}-\frac16=\frac1{12}+\frac1{12}-\frac16=0 .
\]

Moreover \(D=-iF^2\) is a number, so all higher commutators vanish. This positive splitting is exact for a fixed uniform field in unbounded space, where the theorem's condition fails.

**Added commutator.** Now exchange the roles of the letters:

\[
e^{\tau B/6}e^{\tau A/2}e^{2\tau B/3}e^{\tau A/2}e^{\tau B/6}.
\]

By the same counting, the coefficient of \(C\), read from \(AAB\), is

\[
\frac23\cdot\frac{(1/2)^2}{2}+\frac16\cdot\frac{1^2}{2}-\frac16=0,
\]

and that of \(D\), read from \(ABB\), is

\[
\frac12\cdot\frac{(5/6)^2}{2}+\frac12\cdot\frac{(1/6)^2}{2}-\frac16=\frac{26}{144}-\frac{24}{144}=\frac1{72}.
\]

Subtracting \(\tau^3D/72\) in the middle exponent removes the cubic error, and symmetry excludes the quartic one. The middle exponent becomes

\[
-\frac{2i\tau}{3}V+\frac{i\tau^3}{72}(V')^2=-\frac{2i\tau}{3}\left[V-\frac{\tau^2}{48}(V')^2\right].
\]

This is fourth order with forward steps. It does not contradict (e), because it uses an exponential containing a commutator as well as \(A\) and \(B\).

## (g) Does the triple jump survive a density-dependent potential and an explicit time?

**Solution.** Let the potential be \(v[n](x,t)\), real, local and adiabatic: it depends on the density at the current time, not on its history. During the potential substep the clock is held still and \(i\partial_t\psi_j=v[n]\psi_j\). Then

\[
\partial_t|\psi_j|^2=2\,\mathrm{Re}\left(\psi_j^*(-iv)\psi_j\right)=0 ,
\]

so \(n\), and with it \(v[n]\), stays constant. The substep is a pure phase and can be solved exactly. Let the clock advance during the kinetic substeps. Both flows are then autonomous motions of the enlarged state (orbitals, clock).

The algebra carries over if \(A\) and \(B\) denote the linear operators that shift functions of this state along the two flows. Products then appear in reverse order, which leaves a symmetric composition unchanged. The sign theorem also remains binding for a scheme meant for all such potentials, since fixed potentials with \(V''\neq0\) are among them.

Each potential substep must use its own density and clock. In the triple jump the potential acts at \(0.6756\,\tau\), \(0.5\,\tau\) and \(0.3244\,\tau\) after the start, in that order. Holding the density at its initial value makes an error of order \(\tau\) in \(v\), hence \(\tau^2\) per step: first order overall. Holding the field at its midpoint value cancels the linear change on average and leaves \(\tau^3\) per step: second order.

Backward steps are harmless to the norm here, because \(e^{-ia\tau k^2/2}\) has modulus one for either sign of \(a\). In imaginary time the factor is \(e^{-a\tau k^2/2}\). For \(a<0\) it grows without bound as \(k\) increases. In diffusion the scheme can still work on a coarse grid, but it is not safe under refinement: at a fixed step, a finer grid admits larger \(k\), and the backward substeps can amplify rounding errors there until the result is lost.

## (h) Compare the two methods for a driven two-electron model.

**Solution.** The model is one-dimensional with round parameters. Two electrons in a spin singlet share one orbital. Exchange then cancels half the Hartree potential, and

\[
v=v_{\rm well}+\tfrac12v_{\rm H}[n]+F_0\sin(\omega t)\,\frac{L}{2\pi}\sin\frac{2\pi x}{L}.
\]

Correlation is left out. The well is Gaussian, \(40\) eV deep with width parameter \(1\) Å, and the repulsion is \(1/\sqrt{x^2+a^2}\) in atomic units with \(a=0.5\) Å. The box has \(L=32\) Å and 128 points. The drive has \(F_0=5\) eV/Å and \(\omega=15\) eV, and lasts 500 as. The initial ground-state orbital energy is \(-12.73\) eV (\(-0.4678\) hartree).

The reference is an adaptive Runge-Kutta solution of the same grid equations. The errors below therefore measure time stepping alone, not the grid or the physical model. They are norms of the orbital difference, relative to an orbital of norm one. The last column uses three Strang steps for each triple jump, hence the same number of potential evaluations.

| step (as) | Strang | triple jump | Strang, equal work |
|---|---|---|---|
| 10 | 8.14e-3 | 4.66e-4 | 9.00e-4 |
| 5 | 2.03e-3 | 2.94e-5 | 2.25e-4 |
| 2.5 | 5.06e-4 | 1.84e-6 | 5.62e-5 |
| 1.25 | 1.26e-4 | 1.15e-7 | 1.41e-5 |

Halving the step from 2.5 to 1.25 as divides the triple-jump error by \(1.838\times10^{-6}/1.149\times10^{-7}\approx16.0=2^4\), and the Strang error by \(5.059\times10^{-4}/1.264\times10^{-4}\approx4.0=2^2\). These are the derived orders.

At equal work the advantage depends on the step. At 10 as it is \(8.997/4.663\approx1.9\); at 1.25 as it is about 122. The ratio grows as \(1/\tau^2\), the difference between the two power laws. Extrapolated to larger steps, it would reach one near \(10\sqrt{1.9}\approx14\) as. That step was not run, and the power laws may fail there. The long substeps are the price of the cancellation: for low accuracy, plain Strang steps can be the better choice.

At a step of 5 as the equal-work ratio of orbital errors is about 7.7. An observable also gains, though by a different factor. The reference mean position at the end is \(-0.2439\) Å. With 100 triple jumps its error is \(1.8\times10^{-5}\) Å; with 300 Strang steps it is \(1.06\times10^{-4}\) Å, about six times larger.

The two shortcuts of (g) also behave as derived. At 1.25 as, a density frozen over the step gives an error of \(9.9\times10^{-3}\) and observed order 1.01. A field frozen at the midpoint gives \(2.4\times10^{-5}\) and order 2.00. Both exceed the \(1.15\times10^{-7}\) of the correct scheme, so the weights alone do not secure fourth order. The norm drifts by \(3\times10^{-13}\) over the 400-step run, which confirms that the backward substeps do not amplify the orbital. The numerical output lists the remaining values.

## Table of computed values

```
outer weight w1 = 1.351207, middle weight w0 = -1.702414
inner kinetic coefficient (w1+w0)/2 = -0.175604
clock after substeps (steps): [ 1.3512 -0.3512  1.    ]
clock at potential kicks (steps): [0.6756 0.5    0.3244]
largest word defect, degrees 3, 4, 5:
  Strang: 1.67e-01 8.33e-02 3.33e-02
  triple: 3.61e-16 7.70e-16 1.04e-01
cubic sum, 3 equal Strang steps = 0.027778
lower bound 1/(4 s^2), s = 3: 0.027778
order-3 residual, nonnegative search = 2.85e-03
order-3 residual, free search = 7.9e-14
  free solution a: [ 0.8587 -0.5849  0.5937  0.1325]
  free solution b: [-0.0368  0.6195  0.4173]
positive scheme with commutator, defect to degree 4 = 1.1e-16
grid: 128 points, spacing 0.25 angstrom, box 32.0 angstrom
well depth 40.0 eV, width 1.0 angstrom, softening 0.5 angstrom
force amplitude 5.0 eV/angstrom, photon energy 15.0 eV
total time 500.0 as
ground-state orbital energy = -12.7289 eV = -0.46778 hartree
orbital error (dimensionless) at the final time:
steps | step (as) | Strang | triple | Strang, 3x steps
  50 |  10.00 | 8.140e-03 | 4.663e-04 | 8.997e-04
 100 |   5.00 | 2.026e-03 | 2.935e-05 | 2.248e-04
 200 |   2.50 | 5.059e-04 | 1.838e-06 | 5.620e-05
 400 |   1.25 | 1.264e-04 | 1.149e-07 | 1.405e-05
observed orders, Strang: [2.006 2.002 2.   ]
observed orders, triple: [3.99  3.997 3.999]
equal-work error ratio Strang/triple, 400 steps = 122.3
density frozen over the step: error 9.926e-03, order 1.007
field frozen at midpoint: error 2.444e-05, order 1.999
mean position, reference = -0.243870 angstrom
position error, triple, 100 steps = 1.81e-05 angstrom
position error, Strang, 300 steps = 1.06e-04 angstrom
norm drift, triple, 400 steps = 3.1e-13
forward-backward return error = 1.6e-15
```
